Primitive and bounded path-integral actions for an attractive Coulomb centre, part 2

For H = T + V, T = −∇²/2, V = −Z/r, Z > 0, the primitive imaginary-time path integral (M ≥ 2 slices of length τ) is infinite; bounded actions replace it. Atomic units; nucleus at the origin; numbers for Z = 1.

ρ = ⟨r|e^(−τH)|r′⟩ is the exact kernel, ρ0(r,r′;τ) = (2πτ)^(−3/2) exp(−|r − r′|²/2τ) the free one, g0 its s-wave radial form; u = −ln(ρ/ρ0). E1 = −(1/τ) ln λ1, with λ1 the largest eigenvalue of ρ0e^(−u1). The ground state φ0 has energy E0 = −Z²/2.

Proved: (i) The exact kernel is ρ0⟨e^A⟩, an average over Brownian bridges of A = Z∫dt/|x(t)|, and 1 ≤ ⟨e^A⟩ ≤ B(x), where B(x) = 1 + √(2π) x e^(2x²) (1 + erf(√2 x)), x = Z√τ. Also ρ = Σρ_n, ρ_n = ρ0⟨Aⁿ⟩/n! of order n in V; ‖f/r‖ ≤ 2‖∇f‖ (Hardy); ‖V e^(−tT)‖ ≤ 2Z(et)^(−1/2).

On a bridge, b is x minus its mean, s = t/τ, d = r′ − r. Given x_(k−1), x_k = x(t_k) is Gaussian (x0 = r, t0 = 0, Δ = t_k − t_(k−1), Θ = τ − t_k), with variance per component and mean

 σ_k² = ΔΘ/(Δ + Θ),  mean = (Θ x_(k−1) + Δ r′)/(Δ + Θ).  (6)

For Gaussian x, mean length m, variance σ²:

 ⟨1/|x|⟩ = (2/√π)∫_0^(1/σ√2) e^(−v²m²)dv = erf(m/σ√2)/m ≤ √(2/π)/σ,  (7)

 ⟨Aⁿ⟩/n! ≤ Zⁿ(2/π)^(n/2) √τ π^((n+1)/2) τ^((n−1)/2)/Γ((n+1)/2) = √π ξⁿ/Γ((n+1)/2),  ξ = √2 x.  (8)

Still to show: (ii) −ln B ≤ u ≤ 0, exact for every M; (iii) u1 = −⟨A⟩ obeys −Z√(2πτ) ≤ u1 ≤ 0, u ≤ u1 and 0 ≤ E1 − E0 ≤ O(τ); (iv) E1 − E0 = Cτ^(3/2) + (1/6)τ² ln τ + O(τ²) for Z = 1, by matched asymptotics.

The table also lists, with a = Zτ: I(ε) = ∫_ε^1 r² e^(a/r) dr; for V_ε = −Z/max(r,ε), the primitive E, its upper (ball) bound and small-ε (deep-collapse) formula, and the exact E0(ε); and ε_c = a/3y, the smaller root of ε³e^(a/ε) = D = 3(2πτ)^(3/2)/4π.

**Proof of (ii), and the action at the nucleus**

The bounds on u restate (i). The kernel ρ0e^(−u) is ρ itself, and e^(−τH) composed M times is e^(−MτH), so no time-step error exists for one electron and one centre.

At r = r′ = 0, where τV is infinite, u has a closed series. Let G(r;s) = ∫_0^∞ e^(−sτ)ρ(r,0;τ)dτ, which solves (H + s)G = δ³(r). Put s = κ²/2, ν = Z/κ < 1, z = 2κr. For r > 0, χ = rG obeys χ_zz = (1/4 − ν/z)χ. Setting χ ∝ z e^(−z/2)F gives χ_zz ∝ e^(−z/2)[zF″ + (2 − z)F′ + (z/4 − 1)F], hence Kummer's equation zF″ + (2 − z)F′ − (1 − ν)F = 0. It is solved by

 F(z) = ∫_0^∞ e^(−zt) h(t) dt,  h = t^(−ν)(1 + t)^ν,  (10)

because the equation applied under the integral gives e^(−zt)h[zt(1 + t) − 2t − 1 + ν], which equals −d/dt[e^(−zt)t(1 + t)h], and the boundary terms vanish for ν < 1. This F is Γ(1 − ν)U(1 − ν,2,z), and χ decays at large r.

For small z write h = 1 + ν/(1 + t) + h2, with h2 = O(t^(−2)) at large t. The first piece gives 1/z, the second ν(−ln z − γ) + o(1) by the small-argument form of the exponential integral, with γ Euler's constant, and the third N = ∫h2 dt. To find N, insert (1 + t)^(−η). For η > 1 the beta integral gives

 ∫h2(1 + t)^(−η)dt = Γ(1−ν)Γ(η−1)/Γ(η−ν) − 1/(η − 1) − ν/η,

and the left side is analytic for η > −1, so the right side may be continued to η = 0. There Γ(η − 1) = Γ(1 + η)/(η(η − 1)) = −(1/η)[1 + (1 − γ)η + …] and Γ(1−ν)/Γ(η−ν) = (η − ν)Γ(1−ν)/Γ(1−ν+η) = −ν + η[1 + νψ(1−ν)] + …, with ψ the digamma function. Their product is ν/η + ν(1 − γ) − 1 − νψ(1−ν). The pole cancels against −ν/η and the −1 against −1/(η − 1), so N = ν[1 − γ − ψ(1−ν)]. Since −(1/2)∇²(1/2πr) = δ³(r), the normalization is 2πrG = z e^(−z/2)F → 1, and with νz = 2Zr

 G = 1/(2πr) − κ/2π − (Z/π)[ln(2κr) + ψ(1−ν) + 2γ − 1] + o(1).

The terms that diverge as r → 0 do not depend on s. In G(r;s1) − G(r;s2) the τ-integrand is of order τ^(−1/2) at small τ by (i), so r → 0 may be taken inside the integral when s is large enough to damp B; differentiating, −∂_s of the s-dependent part is the transform of τρ(0,0;τ). From ψ(1 − ν) = −γ + Σ_n[1/n − 1/(n − ν)] and the geometric series, ψ(1−ν) = −γ − Σ_(k≥1) ζ(k+1)ν^k. With κ = √(2s), and inverting s^(−p) → τ^(p−1)/Γ(p):

 −κ/2π gives (2π√2)^(−1)s^(−1/2) → τ(2πτ)^(−3/2);
 −(Z/2π)ln s gives Z/(2πs) → Z/2π;
 (Z/π)ζ(k+1)Z^k(2s)^(−k/2) gives a factor (k/2)s^(−k/2−1) → τ^(k/2)/Γ(k/2).

Dividing by τ and multiplying by (2πτ)^(3/2),

 R(x) = ρ(0,0)/ρ0(0,0) = 1 + √(2π)x + 2√(2π) Σ_(k≥1) ζ(k+1) 2^(−k/2) x^(k+1)/Γ(k/2).  (11)

The x term saturates (8). The x² coefficient is 2√(2π)(π²/6)/√(2π) = π²/3 = 3.2899, below the bound 4 from (8). Expanding the logarithm,

 u(0,0) = −√(2π)x − (π²/3 − π)x² − …,  π²/3 − π = 0.148275.

At τ = 0.1 the two terms give −0.792665 − 0.014828 = −0.807493; the full series gives R = 2.243485 and u(0,0) = −0.808030, inside the bound −ln B = −0.886252. The bound loosens with τ, since B grows as e^(2x²) and R, through the ground state, as e^(x²/2) times a power: at τ = 2, u(0,0) = −3.894 against −5.959. The program tests (11) at τ = 0.1, 0.5 and 2 against a Legendre–Galerkin diagonalization of the radial H and against the sum over bound states plus the continuum with the Sommerfeld factor, and tests π²/3 by direct quadrature of the second moment. Two exact slices of 0.5 hartree⁻¹, integrated over the intermediate bead, give 0.9195694 bohr⁻³, equal to R(1)(2π)^(−3/2) to all seven digits.

**Proof of (iii)**

By (6) with k = 1, x(t) has mean of length m_s = |(1 − s)r + s r′| and variance σ_s² = τs(1 − s). Then (7) gives

 u1(r,r′;τ) = −Zτ∫_0^1 ds erf(m_s/σ_s√2)/m_s.  (12)

The bound in (7) and ∫ds/√(s(1 − s)) = 2∫_0^(π/2)dθ = π (with s = sin²θ) give |u1| ≤ Z√τ √(2/π) π = Z√(2πτ), with equality at r = r′ = 0.

On the diagonal m_s = r and u1 = −(Zτ/r)Q, Q = ∫ds erf(c/2√(s(1 − s))), c = r√(2/τ). Differentiate with respect to c, put s = sin²θ, so that 1/(4s(1 − s)) = 1 + cot²2θ, and then w = cot 2θ:

 dQ/dc = (1/√π)∫_(−∞)^∞ e^(−c²(1+w²)) dw/(1 + w²) = √π erfc c.

The last step holds because the w-integral and π erfc c both have c-derivative −2√π e^(−c²) and both vanish at infinity. Integrating from Q(0) = 0 by parts yields the Kelbg form

 u1(r,r;τ) = −(Zτ/r)[1 − e^(−c²) + √π c erfc c].

It tends to τV for r ≫ √τ and to −Z√(2πτ) for r → 0. At τ = 0.1 it is −0.1000, −0.3240 and −0.5991 at r = 1, 0.3 and 0.1 bohr, where τV is −0.1000, −0.3333 and −1.0000.

Averaging e^Y ≥ 1 + Y with Y = A − ⟨A⟩ gives Jensen's inequality ⟨e^A⟩ ≥ e^⟨A⟩, so K1 = ρ0e^(−u1) ≤ ρ pointwise and u ≤ u1. All kernels being positive, K1^M ≤ ρ(Mτ): every discretized integral is finite. Also ⟨f|K1|f⟩ ≤ ⟨|f| |ρ| |f|⟩ ≤ e^(−τE0)‖f‖², so E1 ≥ E0. For τ = 1 the pairs (u, u1) with one end at the nucleus are (−2.673, −2.507), (−2.243, −2.094) and (−1.685, −1.590) at r = 0, 0.5 and 1.5 bohr. The program also checks u1(r,0) against the Z-derivative of the diagonalized kernel, and checks K1 ≤ ρ ≤ B g0 for the s-wave kernels at τ = 0.4.

For the upper bound, e^⟨A⟩ ≥ 1 + ⟨A⟩ gives ρ − K1 ≤ Σ_(n≥2)ρ_n. In ⟨φ0|ρ_n|φ0⟩ the first and last V act on e^(−tT)φ0 and Hardy's inequality bounds each by 2Z‖∇φ0‖ = 2Z²; each of the other n − 2 is paired with an adjacent interval and costs 2Z(eΔ)^(−1/2). The term is of order τ^(2+(n−2)/2), the one with n = 2 being at most 2Z⁴τ², and the gamma function from the time integral makes the sum converge. So λ1 ≥ ⟨φ0|K1|φ0⟩ ≥ e^(−τE0) − O(τ²), and E1 ≤ E0 + O(τ).

**Derivation of (iv)**

This part is a leading-order matching of two regions and not a rigorous proof; its result is tested numerically. To second order in A, ρ − K1 ≈ ρ0κ2/2 with κ2 = ⟨A²⟩ − ⟨A⟩², and to first order in this difference E1 − E0 ≈ ⟨φ0|ρ − K1|φ0⟩/τ.

For s < s′, (6) gives the mean of b(s′) at given b(s) as b(s)(1 − s′)/(1 − s), so the covariance per component is τs(1 − s′). Where V is smooth on the scale √τ, the fluctuation of A is −τ∇V·∫b ds, and the double integral of the covariance is 2τ∫(1 − s′)(s′²/2)ds′ = τ(1/3 − 1/4) = τ/12. Thus κ2 ≈ τ³|∇V|²/12 and the error density is τ²φ0²|∇V|²/24. With |∇V|² = r^(−4) and φ0² = (1 − 2r + …)/π for Z = 1, and the integral cut at r ~ √τ,

 (τ²/24)·4∫_√τ^1 (r^(−2) − 2/r)dr = (τ²/6)(τ^(−1/2) + ln τ + const).

The τ² law fails because ⟨r^(−4)⟩ diverges for an s state. The logarithm comes from the cusp of φ0², and its coefficient does not depend on where the cut is placed, since rescaling the cut changes only the constant. The omitted factor e^⟨A⟩ ≈ 1 + τ/r adds τ³∫r^(−3)dr ~ τ², without a logarithm. The omitted third cumulant, of order τ⁵|∇V|²|∇∇V| ~ τ⁵r^(−7), adds τ⁴∫r^(−5)dr ~ τ², also without one. The coefficient of τ^(3/2) does depend on the cut and must come from the region r ~ √τ.

There φ0 is replaced by φ0(0), and ∬ρ0κ2 d³r d³r′ is needed. Insert 1/|x| = ∫d³q (2π)^(−3)(4π/q²)e^(iq·x) for both factors of A. Integration over r at fixed d sets the second wave vector to −q, and the weight ρ0 makes d a Gaussian of variance τ. What remains is the average of e^(iq·(x − x′)) = e^(−q²v/2), with v the variance of x − x′. In ⟨A²⟩ both points lie on one bridge; with Δ = |s − s′| the bridge contributes τ[s(1−s) + s′(1−s′) − 2s(1−s′)] = τ(Δ − Δ²) and d contributes τΔ², so v1 = τΔ. In ⟨A⟩² they lie on independent bridges with common ends, so v2 = τ[Δ² + s(1−s) + s′(1−s′)] = τ(s + s′ − 2ss′). The prefactor is (4π)²·4π/(2π)³ = 8:

 ∬ρ0κ2 = 8Z²τ²∬ds ds′ ∫_0^∞ dq q^(−2)[e^(−q²v1/2) − e^(−q²v2/2)].

Each term diverges at small q, but the difference does not. The β-derivative of ∫(e^(−αq²) − e^(−βq²))q^(−2)dq is √π/(2√β), and the integral vanishes at β = α, so it equals √π(√β − √α). Hence

 ∬ρ0κ2 = 4√(2π) Z² τ^(5/2) J,  J = ∬[√(s + s′ − 2ss′) − √|s − s′|] ds ds′.

The second part is 2∫_0^1(1 − Δ)√Δ dΔ = 2(2/3 − 2/5) = 8/15. In the first, s = (1 + p)/2 and s′ = (1 + p′)/2 give (1 − pp′)/2 under the root and a measure dp dp′/4 on [−1,1]². The p′ integral of √(1 − pp′) is (2/3p)[(1 + p)^(3/2) − (1 − p)^(3/2)], even in p, so the first part is Y/(3√2) with Y = ∫_0^1[(1 + p)^(3/2) − (1 − p)^(3/2)]dp/p. The substitutions w = √(1 + p) and v = √(1 − p) give the integrands 2w² + 2 + 2/(w² − 1) and the same in v, with antiderivatives (2/3)w³ + 2w + ln|(w − 1)/(w + 1)|. At p → 0 the two cancel, since w − 1 and 1 − v both tend to p/2; at p = 1, v = 0 gives zero and w = √2 gives Y = 10√2/3 − 2 ln(1 + √2). So

 J = 10/9 − 8/15 − (√2/3)ln(1 + √2) = 26/45 − (√2/3)ln(1 + √2) = 0.162294.

With φ0(0)² = Z³/π, E1 − E0 ≈ (1/τ)(Z³/π)(1/2)·4√(2π)Z²τ^(5/2)J = C Z⁵τ^(3/2), where C = 2√(2/π)J = 0.25898.

Diagonalizing the s-wave projection of K1 at τ = 0.1 gives E1 = −0.496391 hartree. The error is 3.609×10⁻³ hartree = 0.0982 eV, or 0.72 % of the binding energy 0.5 hartree = 13.6057 eV. The asymptotic regime is reached slowly. At this τ the leading term, 8.190×10⁻³, is 2.27 times the computed error; adding the logarithmic term −3.838×10⁻³ gives 4.352×10⁻³, still 21 % above the computed error. The ratio (E1 + 1/2)/τ^(3/2) is 0.0672, 0.0904, 0.1141, 0.1369, 0.1579 and 0.1765 for τ halving from 0.4 to 0.0125, so the last value is 32 % below C, and the apparent exponent between the two smallest steps is log₂(6.240/2.466) = 1.34. Subtracting (x ln x)/3, which is the logarithmic term divided by τ^(3/2), and extrapolating the four smallest steps with a cubic in x gives 0.25935, 0.14 % above C (the cubic passes exactly through the four points and omits higher logarithmic terms, so this closeness is partly accidental and the program asks only for agreement within 2 %); without the subtraction the result is 0.23937, 7.6 % below C. An extrapolation of cumulant-action energies in powers of τ² would therefore be wrong in form for s states.

**Where the statements stop**

For a repulsive centre the primitive factor e^(−|Z|τ/r) is at most 1 and nothing diverges. In real time the factor e^(−iτV) has modulus one and the product of slices is unitary, so the divergence shown here does not arise. For an attractive 1/r² potential the repair fails at the origin in first order, because ⟨1/x²⟩ = 1/σ² at m = 0 and ∫ds/(s(1 − s)) diverges. For two particles of finite mass the centre of mass separates and the results hold for the relative motion with the reduced mass. For three or more particles a sum of exact pair actions stays bounded, since each term is (for a repulsive pair u = −ln⟨e^(−A)⟩ lies between 0 and ⟨A⟩ by Jensen's inequality, and ⟨A⟩ is bounded by (7)), but it is no longer exact, because the average of a product of pair factors e^A over the same paths is not the product of their averages.

Computed results

```
Z = 1, tau = 0.1 1/Ha, 1/(k tau) = 3.1578e+06 K, min of r^2 e^(a/r) at 0.05 bohr
I(eps=0.05 bohr) = 0.388516 bohr^3
I(eps=0.01 bohr) = 0.393133 bohr^3
I(eps=0.005 bohr) = 4.25369 bohr^3
I(eps=0.002 bohr) = 9.03483e+11 bohr^3
asymptotic I(eps=0.002 bohr) = 9.0335e+11 bohr^3
primitive E(eps=0.2 bohr) = -0.483625 Ha, ball bound 29.988 Ha
primitive E(eps=0.1 bohr) = -0.500297 Ha, ball bound 39.783 Ha
primitive E(eps=0.05 bohr) = -0.509698 Ha, ball bound 49.077 Ha
primitive E(eps=0.02 bohr) = -0.527854 Ha, ball bound 46.146 Ha
primitive E(eps=0.01 bohr) = -1.081276 Ha, ball bound 16.880 Ha
primitive E(eps=0.008 bohr) = -7.843201 Ha, ball bound -1.433 Ha
primitive E(eps=0.005 bohr) = -64.101559 Ha, ball bound -62.340 Ha
primitive E(eps=0.002 bohr) = -335.489254 Ha, ball bound -334.856 Ha
deep-collapse formula at eps=0.002 bohr: -335.4889 Ha
D = 0.11890 bohr^3, y = 4.1031, eps_c = 0.008124 bohr
primitive E(2 eps_c) = -0.54186 Ha, E(0.8 eps_c) = -26.879 Ha
exact E0(eps=0.2 bohr) = -0.48135055 Ha
eps=0.2 bohr, tau=0.04 1/Ha: primitive E - E0(eps) = -3.9315e-04 Ha
eps=0.2 bohr, tau=0.02 1/Ha: primitive E - E0(eps) = -1.0213e-04 Ha
eps=0.2 bohr, tau=0.01 1/Ha: primitive E - E0(eps) = -2.6264e-05 Ha
eps=0.2 bohr, tau=0.005 1/Ha: primitive E - E0(eps) = -6.6983e-06 Ha
E0(eps=0.02 bohr)+1/2 = 2.5797e-04 Ha, (2/3)eps^2 = 2.6667e-04 Ha
tau=0.1 1/Ha: R = 2.243485, u(0,0) = -0.808030, u1(0,0) = -0.792665, -ln B = -0.886252
tau=0.5 1/Ha: R = 6.377750, u(0,0) = -1.852815, u1(0,0) = -1.772454, -ln B = -2.290329
tau=2.0 1/Ha: R = 49.124291, u(0,0) = -3.894354, u1(0,0) = -3.544908, -ln B = -5.958904
<A^2>/(2 x^2) at origin = 3.289868, bound 4.0000, half variance coefficient 0.148275
exact action, 2 slices of 0.5 1/Ha: rho(0,0) = 0.9195694, series 0.9195694 bohr^-3
r=0.1 bohr, tau=0.1 1/Ha: u1(r,r) = -0.599075, tau V = -1.000000
r=0.3 bohr, tau=0.1 1/Ha: u1(r,r) = -0.324034, tau V = -0.333333
r=1.0 bohr, tau=0.1 1/Ha: u1(r,r) = -0.100000, tau V = -0.100000
tau=1 1/Ha, r=0.0 bohr: u(r,0) = -2.672966, u1(r,0) = -2.506628
tau=1 1/Ha, r=0.5 bohr: u(r,0) = -2.242779, u1(r,0) = -2.093560
tau=1 1/Ha, r=1.5 bohr: u(r,0) = -1.685081, u1(r,0) = -1.589785
tau=0.4 1/Ha: E1 = -0.48300036 Ha, (E1+1/2)/tau^1.5 = 0.06720
tau=0.2 1/Ha: E1 = -0.49191369 Ha, (E1+1/2)/tau^1.5 = 0.09041
tau=0.1 1/Ha: E1 = -0.49639138 Ha, (E1+1/2)/tau^1.5 = 0.11411
tau=0.05 1/Ha: E1 = -0.49846932 Ha, (E1+1/2)/tau^1.5 = 0.13691
tau=0.025 1/Ha: E1 = -0.49937602 Ha, (E1+1/2)/tau^1.5 = 0.15786
tau=0.0125 1/Ha: E1 = -0.49975340 Ha, (E1+1/2)/tau^1.5 = 0.17645
J = 0.162294, C = 0.25898, extrapolated C = 0.25935, without log term 0.23937 (a.u.)
tau=0.1 1/Ha: C tau^1.5 = 8.18980e-03 Ha, tau^2 ln(tau)/6 = -3.83764e-03 Ha
tau=0.1 1/Ha: E1-E0 = 3.60862e-03 Ha = 0.0982 eV; E0 = -0.50000000 Ha = -13.6057 eV
```
